**Ettingshausen cooler: figures of merit, cooling limits and the exponential taper**

The program tests the maximum cooling of an Ettingshausen element and the equivalence of a tapered element to an infinite cascade. Here \(N\) is the Nernst coefficient times the magnetic field, \(z_i\) and \(z_a\) are the isothermal and adiabatic figures of merit, and \(M=\sqrt{1+z_a}\). Transport coefficients of a symmetric two-band semimetal are obtained from separately imposed measurement conditions, and the program asserts \(z_a=z_i/(1-z_i)\) for them. Direct integration of the conservation law, with numerical optimization of the field, is asserted to reproduce the cooling limits of three property models. Further assertions cover the best thin-stage heat ratio, the exponential taper, the power-law taper for constant \(N\), \(z_i\) and \(\kappa\), and the approach of finite cascades to the infinite one. The output shows \(z_i=0.424\), \(z_a=0.735\) and largest coolings of 31.8, 33.3 and 36.1 K from 150 K in the three models. Between 100 K and 150 K the exponential element has \(Q_h/Q_c=19.33\), and a cascade of 64 stages has 19.34.

## Program and output

```python
"""Ettingshausen cooler: current along x, magnetic field along z, heat along y.

Results under test (N = Nernst coefficient times field, in V/K):
  E = rho J - N T',  q = N T J - kappa T'   (J_y = 0, dT/dx = 0)
  z_i = N^2 T/(rho kappa),  z_a = z_i/(1-z_i),  z_i < 1
  largest cooling of a rectangular element, zero heat load:
    A: N, rho, kappa constant            T_h-T_c = Z_i T_h^2/2
    B: N, rho, kappa(1-z_i) constant     T_h-T_c = Z_a T_c^2/2
    C: N and rho ~ 1/T, kappa constant   T_h/T_c = sqrt(1+z_a)
  infinite cascade: Q_h/Q_c = (T_h/T_c)^r, r = (M+1)/(M-1), M = sqrt(1+z_a)
  In model C an exponentially tapered element reproduces that cascade.
kappa_short is the heat conductivity at E_x = 0. All quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

kB, e, hbar = const.k, const.e, const.hbar
mass_ratio, tau, lattice = 0.05, 2e-12, 2.0
mass = mass_ratio * const.m_e
B_field, T_hot, length = 1.0, 150.0, 1e-3


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b, tol)


# ---- Transport coefficients of a gapless, symmetric two-band semimetal ----
def carrier_weight(power):
    integral = quad(lambda x: x**(1.5 + power) / (4 * np.cosh(x / 2)**2),
                    0, 60, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    prefactor = (2 * mass * kB * T_hot / hbar**2)**1.5 / (2 * np.pi**2)
    return 2 / 3 * prefactor * integral


weights = [carrier_weight(p) for p in range(3)]


def flux_rows(field, kappa_lattice):
    """Rows giving J_x, J_y, q_y from (E_x, E_y, dT/dy)."""
    bz = -field  # field along -z makes the pumped heat run along +y
    sigma, thermo, peltier = (np.zeros((2, 2)) for _ in range(3))
    heat = kappa_lattice * np.eye(2)
    for charge in (-e, e):
        response = np.linalg.inv(np.array([[mass / tau, -charge * bz],
                                           [charge * bz, mass / tau]]))
        sigma = sigma + charge**2 * weights[0] * response
        thermo = thermo + charge * kB * weights[1] * response
        peltier = peltier + charge * kB * T_hot * weights[1] * response
        heat = heat + kB**2 * T_hot * weights[2] * response
    jx = np.array([sigma[0, 0], sigma[0, 1], -thermo[0, 1]])
    jy = np.array([sigma[1, 0], sigma[1, 1], -thermo[1, 1]])
    qy = np.array([peltier[1, 0], peltier[1, 1], -heat[1, 1]])
    return jx, jy, qy


def measure(field, kappa_lattice):
    jx, jy, qy = flux_rows(field, kappa_lattice)
    ex_row, grad_row = np.array([1., 0, 0]), np.array([0, 0, 1.])
    iso = np.linalg.solve(np.array([jx, jy, grad_row]), [1, 0, 0])
    adi = np.linalg.solve(np.array([jx, jy, qy]), [1, 0, 0])
    opened = np.linalg.solve(np.array([jx, jy, grad_row]), [0, 0, 1])
    shorted = np.linalg.solve(np.array([ex_row, jy, grad_row]), [0, 0, 1])
    return dict(rho=iso[0], rho_a=adi[0], N=-opened[0], kappa=-qy @ opened,
                short=-qy @ shorted, pumped=qy @ iso)


c = measure(B_field, lattice)
rho, N, kappa, kappa_short = c["rho"], c["N"], c["kappa"], c["short"]
z_i = N**2 * T_hot / (rho * kappa)
z_a = N**2 * T_hot / (c["rho_a"] * kappa)
close(c["pumped"], N * T_hot, 1e-9)
close(c["rho_a"], rho * (1 - z_i), 1e-9)
close(kappa_short, kappa * (1 - z_i), 1e-9)
close(z_a, z_i / (1 - z_i), 1e-9)
strong = measure(5.0, 0.0)
z_i_strong = strong["N"]**2 * T_hot / (strong["rho"] * strong["kappa"])
assert 0.99 < z_i_strong < 1

# ---- Best thin stage: direct minimization over the current density ----
M, root_z = np.sqrt(1 + z_a), np.sqrt(z_a)
r_best = (M + 1) / (M - 1)
grad_test = 1e4
j_zero = kappa * grad_test / (N * T_hot)  # current at which q vanishes


def stage_ratio(current):
    field = rho * current - N * grad_test
    heat = N * T_hot * current - kappa * grad_test
    return T_hot * field * current / (heat * grad_test)


thin = minimize_scalar(stage_ratio, bounds=(1.001 * j_zero, 10 * j_zero),
                       method="bounded", options={"xatol": 1e-7 * j_zero})
close(thin.fun, r_best, 1e-7)

# ---- Device solver: conservation law, uniform E_x, arbitrary width ----
sigma_hot = 1 / rho
Z_i = z_i / T_hot


def model_A(T):
    return sigma_hot, N, kappa * (1 - Z_i * T)


def model_B(T):
    return sigma_hot, N, kappa_short


def model_C(T):
    return sigma_hot * T / T_hot, N * T_hot / T, kappa_short


def model_D(T):  # constant N, z and kappa
    return sigma_hot * T_hot / T, N, kappa_short


def hot_end(model, width, field, T_cold, Q_cold):
    """T and Q at the hot end; Q is heat per cold-end area."""
    def rhs(y, state):
        T, Q = state
        sig, nernst, kap = model(T)
        w = width(y / length)
        dT = (sig * nernst * T * field - Q / w) / kap
        return [dT, w * field * sig * (field + nernst * dT)]
    sol = solve_ivp(rhs, (0, length), [T_cold, Q_cold], method="DOP853",
                    rtol=1e-10, atol=1e-8)
    assert sol.success
    return sol.y[:, -1]


def uniform(eta):
    return 1.0


def best_zero_load(model, width, T_cold, low, high):
    res = minimize_scalar(
        lambda f: -hot_end(model, width, f, T_cold, 0.0)[0],
        bounds=(low, high), method="bounded", options={"xatol": 1e-5 * high})
    return -res.fun, res.x


wave_per_field = np.sqrt(sigma_hot / (T_hot * kappa_short))
Tc_A = T_hot * (1 - z_i / 2)
Tc_B = 2 * T_hot / (1 + np.sqrt(1 + 2 * z_a))
Tc_C = T_hot / M
E_A, E_B = N * Tc_A / length, N * Tc_B / length
E_C = np.arctan(root_z) / (wave_per_field * length)
for model, T_cold, E_opt in ((model_A, Tc_A, E_A), (model_B, Tc_B, E_B),
                             (model_C, Tc_C, E_C)):
    T_found, E_found = best_zero_load(model, uniform, T_cold,
                                      0.3 * E_opt, 1.6 * E_opt)
    close(T_found, T_hot, 1e-7)
    close(E_found, E_opt, 2e-3)  # flat maximum limits the argument

# ---- Exponential taper between 100 K and 150 K in model C ----
T_cold = 100.0
ratio = T_hot / T_cold
growth = np.log(ratio) / length
E_taper = growth * N * T_hot / (M - 1)
width_ratio = ratio**(r_best - 1)
Q_load = kappa_short * growth * T_cold * M
heat_ratio = ratio**r_best


def exponential(eta):
    return width_ratio**eta


T_end, Q_end = hot_end(model_C, exponential, E_taper, T_cold, Q_load)
close(T_end, T_hot, 1e-7)
close(Q_end / Q_load, heat_ratio, 1e-6)


def best_heat_ratio(width):
    """Least Q_h/Q_c at fixed end temperatures; model C is linear in T, Q."""
    best = np.inf
    for factor in np.linspace(0.4, 1.6, 41):
        a = hot_end(model_C, width, factor * E_taper, T_cold, 0.0)
        b = hot_end(model_C, width, factor * E_taper, T_cold, Q_load)
        part = (T_hot - a[0]) / (b[0] - a[0])
        if part > 0:
            Q_out = a[1] + part * (b[1] - a[1])
            best = min(best, Q_out / (part * Q_load))
    return best


close(best_heat_ratio(exponential), heat_ratio, 1e-5)
quadratic_ratio = best_heat_ratio(
    lambda eta: (1 + (np.sqrt(width_ratio) - 1) * eta)**2)
assert quadratic_ratio > heat_ratio * 1.001

# Constant N, z and kappa: the matching width is a power law, not exponential
grad_D = (T_hot - T_cold) / length
E_D = N * grad_D / (M - 1)
Q_D = kappa_short * grad_D * M
T_D, Qh_D = hot_end(model_D, lambda eta: (1 + (ratio - 1) * eta)**r_best,
                    E_D, T_cold, Q_D)
close(T_D, T_hot, 1e-7)
close(Qh_D / Q_D, heat_ratio, 1e-6)


# ---- Finite cascades of rectangular stages in model C ----
def stage_heat(theta, step):
    slope = (step - np.cos(theta)) / np.sin(theta)
    slope_hot = -np.sin(theta) + slope * np.cos(theta)
    return (root_z * step - slope_hot) / (root_z - slope)


def cascade(stages):
    step = ratio**(1 / stages)
    centre, half = np.arctan(root_z), np.arccos(step / M)
    low = centre - half
    res = minimize_scalar(lambda t: stage_heat(t, step),
                          bounds=(low * 1.0001, centre + 0.999 * half),
                          method="bounded", options={"xatol": 1e-9})
    return res.fun**stages, res.x, step


stage_counts = (4, 8, 16, 64)
cascades = [cascade(n) for n in stage_counts]
totals = [item[0] for item in cascades]
assert all(x > y for x, y in zip(totals, totals[1:]))
assert totals[-1] > heat_ratio
close(totals[-1], heat_ratio, 5e-3)
close(64 * cascades[-1][1], wave_per_field * E_taper * length, 1e-2)
# one stage of the four-stage cascade, checked with the device solver
_, theta4, step4 = cascades[0]
slope4 = (step4 - np.cos(theta4)) / np.sin(theta4)
Q4 = kappa_short * T_cold * theta4 / length * (root_z - slope4)
T4, Qh4 = hot_end(model_C, uniform, theta4 / (wave_per_field * length),
                  T_cold, Q4)
close(T4 / T_cold, step4, 1e-7)
close(Qh4 / Q4, stage_heat(theta4, step4), 1e-6)

# ---- Zero-load temperature ratio of exponential elements, model C ----
zero_load = []
for W in (1, 10, 100):
    top = (1.2 + 0.5 * np.log(W)) / (wave_per_field * length)
    T_top, _ = best_zero_load(model_C, lambda eta, W=W: float(W)**eta,
                              T_cold, 0.1 * top, top)
    loaded = W**((M - 1) / 2)
    assert T_top / T_cold > loaded
    zero_load.append((W, T_top / T_cold, loaded))
close(zero_load[0][1], M, 1e-7)

# ---- Printed numbers ----
print(f"effective mass = {mass_ratio:.2f} m_e")
print(f"relaxation time = {tau*1e12:.1f} ps")
print(f"lattice heat conductivity = {lattice:.2f} W/(m K)")
print(f"magnetic field = {B_field:.1f} T")
print(f"hot-end temperature = {T_hot:.1f} K")
print(f"element length along y = {length*1e3:.1f} mm")
print(f"carrier density per band = {weights[0]:.3e} 1/m^3")
print(f"mobility times field = {e*tau/mass*B_field:.3f}")
print(f"N (Nernst coefficient times field) = {N*1e3:.4f} mV/K")
print(f"isothermal resistivity = {rho*1e6:.2f} microohm m")
print(f"adiabatic resistivity = {c['rho_a']*1e6:.2f} microohm m")
print(f"kappa at J=0 = {kappa:.4f} W/(m K)")
print(f"kappa at E_x=0 = {kappa_short:.4f} W/(m K)")
print(f"isothermal z_i = {z_i:.4f}")
print(f"adiabatic z_a = {z_a:.4f}")
print(f"z_i at 5 T without lattice conduction = {z_i_strong:.5f}")
for name, T_c, field in (("A", Tc_A, E_A), ("B", Tc_B, E_B), ("C", Tc_C, E_C)):
    print(f"model {name}: lowest T_c = {T_c:.2f} K")
    print(f"model {name}: largest cooling = {T_hot-T_c:.2f} K")
    print(f"model {name}: best field E_x = {field:.1f} V/m")
print(f"M = sqrt(1+z_a) = {M:.4f}")
print(f"r from formula = {r_best:.4f}")
print(f"r from direct minimization = {thin.fun:.4f}")
print(f"taper: cold-end temperature = {T_cold:.1f} K")
print(f"taper: width ratio w_h/w_c = {width_ratio:.3f}")
print(f"taper: field E_x = {E_taper:.1f} V/m")
print(f"taper: cold-end heat flux = {Q_load/1e4:.3f} W/cm^2")
print(f"taper: Q_h/Q_c = {heat_ratio:.3f}")
print(f"taper: coefficient of performance = {1/(heat_ratio-1):.4f}")
print(f"Carnot coefficient of performance = {1/(ratio-1):.4f}")
print(f"quadratic taper, same end widths: Q_h/Q_c = {quadratic_ratio:.3f}")
for n, total in zip(stage_counts, totals):
    print(f"cascade of {n} stages: Q_h/Q_c = {total:.3f}")
for W, free, loaded in zero_load:
    print(f"width ratio {W}: zero-load T_h/T_c = {free:.4f}")
    print(f"width ratio {W}: T_h/T_c at best local r = {loaded:.4f}")
print("OK")
```

Printed output:

```
effective mass = 0.05 m_e
relaxation time = 2.0 ps
lattice heat conductivity = 2.00 W/(m K)
magnetic field = 1.0 T
hot-end temperature = 150.0 K
element length along y = 1.0 mm
carrier density per band = 7.590e+22 1/m^3
mobility times field = 7.035
N (Nernst coefficient times field) = 1.7178 mV/K
isothermal resistivity = 295.12 microohm m
adiabatic resistivity = 170.08 microohm m
kappa at J=0 = 3.5398 W/(m K)
kappa at E_x=0 = 2.0400 W/(m K)
isothermal z_i = 0.4237
adiabatic z_a = 0.7352
z_i at 5 T without lattice conduction = 0.99893
model A: lowest T_c = 118.22 K
model A: largest cooling = 31.78 K
model A: best field E_x = 203.1 V/m
model B: lowest T_c = 116.65 K
model B: largest cooling = 33.35 K
model B: best field E_x = 200.4 V/m
model C: lowest T_c = 113.87 K
model C: largest cooling = 36.13 K
model C: best field E_x = 213.0 V/m
M = sqrt(1+z_a) = 1.3173
r from formula = 7.3040
r from direct minimization = 7.3040
taper: cold-end temperature = 100.0 K
taper: width ratio w_h/w_c = 12.885
taper: field E_x = 329.3 V/m
taper: cold-end heat flux = 10.896 W/cm^2
taper: Q_h/Q_c = 19.327
taper: coefficient of performance = 0.0546
Carnot coefficient of performance = 2.0000
quadratic taper, same end widths: Q_h/Q_c = 20.263
cascade of 4 stages: Q_h/Q_c = 22.336
cascade of 8 stages: Q_h/Q_c = 19.993
cascade of 16 stages: Q_h/Q_c = 19.489
cascade of 64 stages: Q_h/Q_c = 19.337
width ratio 1: zero-load T_h/T_c = 1.3173
width ratio 1: T_h/T_c at best local r = 1.0000
width ratio 10: zero-load T_h/T_c = 1.7573
width ratio 10: T_h/T_c at best local r = 1.4409
width ratio 100: zero-load T_h/T_c = 2.4690
width ratio 100: T_h/T_c at best local r = 2.0762
OK
```
